# Euclidean current correlator of a free massive fermion and its spectral density

A free Dirac field of mass $m>0$ lives in four-dimensional Euclidean space. Units are $\hbar=c=1$. The weight is $e^{-S_E}$ with $S_E=\int d^4x\,\bar\psi(\gamma\cdot\partial+m)\psi$, and the matrices are Hermitian with $\{\gamma_\mu,\gamma_\nu\}=2\delta_{\mu\nu}$. The number current is $j_\mu=\bar\psi\gamma_\mu\psi$; for the electric current, the correlator is multiplied by $e^2$. Write

$$G_{\mu\nu}(x)=\langle j_\mu(x)j_\nu(0)\rangle,\qquad r=|x|,\quad n_\mu=x_\mu/r,\quad z=mr .$$

Unless stated otherwise $r>0$, and Bessel functions without an argument are taken at $z$. These recurrences may be used:

$$K_1'=-K_2+\frac{K_1}{z},\qquad K_2'=-K_1-\frac{2K_2}{z}.$$

## Part 1. The propagator

**Question.** Find the decaying solution of $(-\partial^2+m^2)D=\delta^4(x)$, and from it the propagator $S(x)=\langle\psi(x)\bar\psi(0)\rangle$.

**Answer.** Away from the origin, $D''+3D'/r=m^2D$. Put $D=w/r$. Then $D'=w'/r-w/r^2$ and $D''=w''/r-2w'/r^2+2w/r^3$, so

$$w''+\frac{w'}{r}-\frac{w}{r^2}=m^2w .$$

This is the modified Bessel equation of order one. Its decaying solution is $w=AK_1(mr)$. Integrating the original equation over a small ball gives $-2\pi^2r^3D'\to1$, since the unit three-sphere has area $2\pi^2$. With $K_1\to1/z$, $D\to A/(mr^2)$ and the flux is $4\pi^2A/m$. Hence $A=m/(4\pi^2)$ and

$$D=\frac{mK_1}{4\pi^2r},\qquad D'=-\frac{m^2K_2}{4\pi^2r}.$$

The derivative follows from $(K_1/z)'=K_1'/z-K_1/z^2=-K_2/z$.

The action requires $(\gamma\cdot\partial+m)S=\delta^4(x)$. Because $(\gamma\cdot\partial)^2=\partial^2$, the choice $S=(-\gamma\cdot\partial+m)D$ satisfies it. Using $\partial_\mu D=n_\mu D'$,

$$S(x)=\frac{m^2}{4\pi^2r}\left[K_1+\gamma\cdot n\,K_2\right].$$

## Part 2. The correlator

**Question.** Express $G_{\mu\nu}$ in $K_1$ and $K_2$. Give its components along and across $x$, and interpret their signs.

**Answer.** The contraction joining the two points pairs $\psi(x)$ with $\bar\psi(0)$ and $\psi(0)$ with $\bar\psi(x)$. Moving $\bar\psi(x)$ past three fermion fields gives a minus sign:

$$G_{\mu\nu}=-\mathrm{Tr}[\gamma_\mu S(x)\gamma_\nu S(-x)].$$

The other contraction contains $\langle j_\mu\rangle$, which vanishes because a rotation-invariant vacuum has no preferred vector.

Let $a=m^2K_1/(4\pi^2r)$ and $b=m^2K_2/(4\pi^2r)$. Since $n$ reverses under $x\to-x$, $S(\pm x)=a\pm b\,\gamma\cdot n$. Terms with an odd number of matrices have zero trace. The others are

$$\mathrm{Tr}[\gamma_\mu\gamma_\nu]=4\delta_{\mu\nu},\qquad
\mathrm{Tr}[\gamma_\mu\,\gamma\cdot n\,\gamma_\nu\,\gamma\cdot n]=4(2n_\mu n_\nu-\delta_{\mu\nu}).$$

The second follows from $\gamma\cdot n\,\gamma_\nu\,\gamma\cdot n=2n_\nu\gamma\cdot n-\gamma_\nu$. Therefore

$$G_{\mu\nu}=-4a^2\delta_{\mu\nu}+4b^2(2n_\mu n_\nu-\delta_{\mu\nu}),$$

or

$$\boxed{G_{\mu\nu}=-\frac{m^4}{4\pi^4r^2}\left[(K_1^2+K_2^2)\delta_{\mu\nu}-2K_2^2n_\mu n_\nu\right].}$$

Writing $G_{\mu\nu}=G_T(\delta_{\mu\nu}-n_\mu n_\nu)+G_Ln_\mu n_\nu$ gives

$$G_L=\frac{m^4(K_2^2-K_1^2)}{4\pi^4r^2},\qquad
G_T=-\frac{m^4(K_1^2+K_2^2)}{4\pi^4r^2}.$$

For $x$ along the time axis, $G_L$ is the correlator of the density $j_4=\psi^\dagger\psi$ and is positive, since $K_2>K_1$. The Euclidean spatial current is $-i$ times the physical one, so its correlator has the opposite sign to that of the physical current. This is why $G_T$ is negative.

## Part 3. Conservation

**Question.** Verify $\partial_\mu G_{\mu\nu}=0$ for $r>0$. What remains if the $K_1^2$ terms are dropped?

**Answer.** Use $\partial_\mu n_\mu=3/r$ and $n_\mu\partial_\mu n_\nu=0$. The divergence is

$$\partial_\mu G_{\mu\nu}=n_\nu\left[G_L'+\frac3r(G_L-G_T)\right].$$

Apart from the common factor $m^7/(4\pi^4)$, the bracket is

$$\frac{d}{dz}\frac{K_2^2-K_1^2}{z^2}+\frac{6K_2^2}{z^3}.$$

The recurrences give

$$\begin{aligned}
(K_2^2-K_1^2)'&=2K_2\left(-K_1-\frac{2K_2}{z}\right)-2K_1\left(-K_2+\frac{K_1}{z}\right)\\
&=-\frac{4K_2^2+2K_1^2}{z}.
\end{aligned}$$

Thus the first term of the bracket is

$$\frac{-4K_2^2-2K_1^2-2K_2^2+2K_1^2}{z^3}=-\frac{6K_2^2}{z^3},$$

which cancels the second.

Without $K_1^2$, the same calculation leaves

$$\frac{-2K_1K_2}{z^2}-\frac{4K_2^2}{z^3}-\frac{2K_2^2}{z^3}+\frac{6K_2^2}{z^3}=-\frac{2K_1K_2}{z^2}\neq0 .$$

The mass term of the propagator is therefore needed for conservation. A finite-difference test at $x=(0.5,-0.4,0.7,0.6)$ with $m=1.3$, where $mr=1.46$, gives a divergence of $5\times10^{-10}$ relative to the largest term in the sum; dropping $K_1^2$ raises this to $0.25$. That figure depends on the point. Relative to the $K_2^2/z^3$ terms the remainder scales as $zK_1/K_2$, which vanishes as $mr\to0$ and grows with $mr$.

## Part 4. Zero spatial momentum

**Question.** Let $T=-G_{\mu\mu}$. For $\tau=x_4>0$, calculate $C(\tau)=\int d^3x\,T$ as an integral over the energy $\omega$ of a pair. Which currents contribute?

**Answer.** From Part 2,

$$T=-G_L-3G_T=\frac{m^4}{2\pi^4r^2}(2K_1^2+K_2^2)
=16m^2D^2+8(\partial_\mu D)^2 .$$

The last form uses the expressions for $D$ and $D'$. In the Fourier integral for $D$, the $p_4$ integration picks up the pole at $p_4=iE$, with $E=\sqrt{\mathbf p^2+m^2}$:

$$D=\int\frac{d^3p}{(2\pi)^3}\frac{e^{i\mathbf p\cdot\mathbf x-E\tau}}{2E}.$$

Integration of a product of two such factors over space makes their momenta opposite. The time derivatives contribute $(-E)^2=E^2$, and the spatial ones $(i\mathbf p)\cdot(-i\mathbf p)=\mathbf p^2$. Hence

$$\begin{aligned}
C(\tau)&=\int\frac{d^3p}{(2\pi)^3}\frac{e^{-2E\tau}}{4E^2}\left[16m^2+8(E^2+\mathbf p^2)\right]\\
&=\int\frac{d^3p}{(2\pi)^3}\left(4+\frac{2m^2}{E^2}\right)e^{-2E\tau},
\end{aligned}$$

where $\mathbf p^2=E^2-m^2$ was used. Set $\omega=2E$ and $v=\sqrt{1-4m^2/\omega^2}$. Then $p=\omega v/2$, and $p\,dp=E\,dE$ gives $p^2dp=\omega^2v\,d\omega/8$. With $d^3p/(2\pi)^3=p^2dp/(2\pi^2)$,

$$C(\tau)=\frac1{4\pi^2}\int_{2m}^\infty d\omega\,\omega^2
\left(1+\frac{2m^2}{\omega^2}\right)v\,e^{-\omega\tau}.$$

The lower limit is the energy of a pair at rest.

The density does not contribute. Conservation gives $\partial_\tau\int d^3x\,G_{44}=-\int d^3x\,\partial_iG_{i4}=0$, because the surface term vanishes at infinity. The integral is thus independent of $\tau>0$, and since it decays at large $\tau$ it is zero. Thus $C$ comes from the three spatial currents.

## Part 5. The spectral density

**Question.** Seek a representation

$$G_{\mu\nu}=\int_{4m^2}^{\infty}ds\,\rho(s)(\partial_\mu\partial_\nu-\delta_{\mu\nu}\partial^2)D_{\sqrt s},$$

where $D_M$ is the scalar propagator of mass $M$. Find $\rho$, and show that the whole tensor, not merely its spatially integrated trace, is reproduced.

**Answer.** For $r>0$, $\partial^2D_{\sqrt s}=sD_{\sqrt s}$. The trace of the differential operator is $\partial^2-4\partial^2=-3\partial^2$, so the representation predicts

$$T=3\int_{4m^2}^{\infty}ds\,s\rho(s)D_{\sqrt s}.$$

The mode expansion at $\mathbf p=0$ gives $\int d^3x\,D_M=e^{-M\tau}/(2M)$. With $s=\omega^2$ and $ds=2\omega\,d\omega$,

$$C(\tau)=3\int_{2m}^\infty d\omega\,\omega^2\rho(\omega^2)e^{-\omega\tau}.$$

This must equal the result of Part 4 for every $\tau>0$. A Laplace transform determines its continuous integrand, so

$$\boxed{\rho(s)=\frac1{12\pi^2}\left(1+\frac{2m^2}{s}\right)\sqrt{1-\frac{4m^2}{s}},\qquad s>4m^2.}$$

It remains to show that equal $C$ implies equal $T$. As $T$ depends on $r$ alone, set $r^2=\tau^2+\mathbf x^2$:

$$C(\tau)=4\pi\int_\tau^\infty dr\,r\sqrt{r^2-\tau^2}\,T(r).$$

Differentiation gives

$$F(\tau)\equiv-\frac{C'(\tau)}{4\pi\tau}=\int_\tau^\infty\frac{r\,T(r)\,dr}{\sqrt{r^2-\tau^2}}.$$

Multiply by $\tau/\sqrt{\tau^2-c^2}$, integrate over $\tau>c$, and exchange the order of integration. The inner integral is

$$\int_c^r\frac{\tau\,d\tau}{\sqrt{(\tau^2-c^2)(r^2-\tau^2)}}=\frac\pi2,$$

as the substitution $\tau^2=c^2+(r^2-c^2)\sin^2\theta$ shows. Consequently

$$\int_c^\infty\frac{\tau F(\tau)\,d\tau}{\sqrt{\tau^2-c^2}}=\frac\pi2\int_c^\infty r\,T(r)\,dr .$$

Differentiating with respect to $c$ recovers $T(c)$. The two traces therefore agree at every $r>0$.

Conservation now fixes the tensor. Insert $3G_T=-T-G_L$ into the bracket of Part 3:

$$G_L'+\frac{4G_L+T}{r}=0,\qquad (r^4G_L)'=-r^3T .$$

Exponential decay at infinity excludes an added term proportional to $r^{-4}$, so

$$G_L(r)=\frac1{r^4}\int_r^\infty du\,u^3T(u).$$

The spectral tensor is conserved because $\partial_\mu(\partial_\mu\partial_\nu-\delta_{\mu\nu}\partial^2)=0$, and it decays too. Having the same $T$, it has the same $G_L$ and $G_T$.

## Part 6. Two limits

**Question.** Find $T$ at short and long distance, and relate each limit to $\rho$.

**Answer.** For small $z$, $K_1=1/z+O(z\ln z)$ and $K_2=2/z^2-1/2+O(z^2\ln z)$. Hence

$$2K_1^2+K_2^2=\frac2{z^2}+\frac4{z^4}-\frac2{z^2}+O(\ln z),\qquad
T\to\frac{2}{\pi^4r^6}.$$

The relative correction of order $z^2$ cancels in the trace. It does not cancel in the components: $K_2^2-K_1^2\simeq4/z^4-3/z^2$ and $K_1^2+K_2^2\simeq4/z^4-1/z^2$, so $G_L$ and $G_T$ have relative corrections $-3z^2/4$ and $-z^2/4$. The spectral density behaves in the same way: with $\epsilon=m^2/s$,

$$(1+2\epsilon)(1-2\epsilon-2\epsilon^2+\dots)=1-6\epsilon^2+\dots,$$

without a linear term. At $mr=0.1$ the ratio of $T$ to its short-distance law is $0.9999$.

For large $z$, $K_\nu\simeq\sqrt{\pi/(2z)}\,e^{-z}[1+(4\nu^2-1)/(8z)]$. Thus

$$T\simeq\frac{3m^3e^{-2mr}}{4\pi^3r^3}\left(1+\frac7{4mr}\right).$$

The correction is the weighted mean $[2(3/4)+15/4]/3=7/4$. At $mr=50$ it predicts a ratio of $1.035$ to the leading law; the calculated ratio is $1.0357$.

The leading law also follows from threshold. Put $\sqrt s=2m+\kappa$ with $\kappa\ll m$, so that $\rho\simeq\sqrt{\kappa/m}/(8\pi^2)$. With the large-argument form of $D_{\sqrt s}$ and $ds\simeq4m\,d\kappa$,

$$\begin{aligned}
T&\simeq\frac{3m^4}{\pi^4r}\sqrt{\frac{\pi}{4mr}}\,e^{-2mr}
\int_0^\infty d\kappa\sqrt{\frac{\kappa}{m}}\,e^{-\kappa r}\\
&=\frac{3m^3e^{-2mr}}{4\pi^3r^3},
\end{aligned}$$

since the integral equals $\sqrt\pi/(2\sqrt m\,r^{3/2})$. The exponent measures the pair threshold, and the square-root opening of phase space helps set the power of $r$.

## Part 7. The origin and momentum space

**Question.** Why is $r>0$ required? Obtain from $T$ a finite vacuum polarization $\Pi(Q^2)$, subtracted at $Q=0$, and reduce it to a one-parameter integral.

**Answer.** Near the origin $T\propto r^{-6}$, while the volume element is proportional to $r^3dr$. The function is not integrable there. Extending it to a distribution introduces contact terms; at this degree of singularity they add $\delta^4(x)$ and $\partial^2\delta^4(x)$ to $T$, hence a constant and a $Q^2$ term to its transform. They do not affect $G_{\mu\nu}$ at $r>0$, nor $\rho$.

The average of $e^{iQ\cdot x}$ over directions is

$$\frac2\pi\int_0^\pi d\theta\,\sin^2\theta\,\cos(Qr\cos\theta)=\frac{2J_1(Qr)}{Qr}
=1-\frac{Q^2r^2}{8}+\frac{Q^4r^4}{192}-\dots$$

Subtracting the first two terms removes both ambiguities and leaves a convergent integral. The transform of $D_{\sqrt s}$ is $1/(s+Q^2)$, and

$$\frac1{s+Q^2}-\frac1s+\frac{Q^2}{s^2}=\frac{Q^4}{s^2(s+Q^2)}.$$

Using $T=3\int ds\,s\rho D_{\sqrt s}$,

$$\int d^4x\,T\left[\frac{2J_1(Qr)}{Qr}-1+\frac{Q^2r^2}{8}\right]=3Q^2\Pi(Q^2),$$

$$\Pi(Q^2)=Q^2\int_{4m^2}^\infty\frac{ds\,\rho(s)}{s(s+Q^2)}.$$

To reduce this, let $v=\sqrt{1-4m^2/s}$ and $y=(1+u)/2$. Then

$$\int_{(1-v)/2}^{(1+v)/2}dy\,y(1-y)=\int_{-v}^{v}du\,\frac{1-u^2}{8}
=\frac v6\left(1+\frac{2m^2}{s}\right)=2\pi^2\rho(s).$$

The range of $y$ is the condition $s>m^2/[y(1-y)]$. Exchanging the integrations and using $\int_{s_0}^\infty Q^2ds/[s(s+Q^2)]=\ln(1+Q^2/s_0)$ gives

$$\Pi(Q^2)=\frac1{2\pi^2}\int_0^1dy\,y(1-y)\ln\left[1+y(1-y)\frac{Q^2}{m^2}\right].$$

At small $Q$, $\int_0^1y^2(1-y)^2dy=1/30$ gives $\Pi\simeq Q^2/(60\pi^2m^2)$. Comparison with the $Q^4r^4/192$ term yields

$$\int d^4x\,r^4T=\frac{192\cdot3}{60\pi^2m^2}=\frac{48}{5\pi^2m^2}.$$

## Part 8. Numbers for the electron

**Question.** Evaluate the correlator at one reduced Compton wavelength, $mr=1$, and compare it with the spectral form. Comment on the size of the mass effect.

**Answer.** This distance is $386.16$ fm, or $0.0072974$ bohr. Here $K_1=0.60191$, $K_2=1.62484$ and $m^4/(4\pi^4r^2)=2.5665\times10^{-3}\,m^6$. The squares are $0.36229$ and $2.64010$, so

$$\begin{aligned}
G_L&=2.5665\times10^{-3}(2.64010-0.36229)\,m^6=5.846\times10^{-3}\,m^6,\\
G_T&=-2.5665\times10^{-3}(0.36229+2.64010)\,m^6=-7.706\times10^{-3}\,m^6.
\end{aligned}$$

The integrals over $\rho$ reproduce both components to all printed digits. The trace is

$$T=(3\times7.706-5.846)\times10^{-3}\,m^6=1.727\times10^{-2}\,m^6,$$

or $1.144\times10^{11}$ bohr$^{-6}$. The massless law is eight times the prefactor, $2.053\times10^{-2}\,m^6$. The mass therefore lowers $T$ by about $16\%$ relative to the massless value at this distance. The components change more: against the massless magnitude of four times the prefactor, $1.027\times10^{-2}\,m^6$, $G_L$ is lower by $43\%$ and $|G_T|$ by $25\%$.

The density $\rho$ rises from zero at $s=4m^2$ to $0.00529$ at $5m^2$ and $0.00823$ at $16m^2$, against a massless value of $0.00844$. At $\tau=1/m$, spatial integration of the Bessel form and the integral over $\rho$ both give $C=0.03004\,m^3$. At $Q=2m$, the coordinate integral and the one-parameter integral both give $\Pi=4.895\times10^{-3}$. Further values are in the numerical output.

These results describe a free field. Photon exchange within the pair is omitted, and it would change both the correlator and its spectral density. Near threshold the Coulomb attraction multiplies $\rho$ by $\xi/(1-e^{-\xi})$ with $\xi=\pi\alpha/v$. For real electrons $\rho$ therefore starts from $\alpha/(8\pi)\approx2.9\times10^{-4}$ rather than from zero, and positronium poles appear just below $s=4m^2$. In this nonrelativistic estimate the factor is about $1.03$ at $s=5m^2$ and raises $T$ by roughly $10\%$ at $mr=50$, so the long-distance law of Part 6 is a property of the free field only.

## Calculated quantities

```
Natural units hbar = c = 1, m = electron mass
reduced Compton wavelength = 386.1593 fm
reduced Compton wavelength = 0.00729735 bohr
distance m r = 1.0 (dimensionless)
K1(1) = 0.60190723 (dimensionless)
K2(1) = 1.62483890 (dimensionless)
prefactor m^4/(4 pi^4 r^2) = 2.56649556e-03 m^6
G_L, Bessel form = 5.84598703e-03 m^6
G_L, from rho    = 5.84598703e-03 m^6
G_T, Bessel form = -7.70563027e-03 m^6
G_T, from rho    = -7.70563027e-03 m^6
T = -trace G = 1.72709038e-02 m^6
T converted = 1.14373e+11 bohr^-6
Wick test, largest relative error = 3.7e-16
relative divergence = 4.8e-10
same with K1^2 dropped = 0.2500
C(tau=0.5/m), coordinate = 3.56984779e-01 m^3
C(tau=0.5/m), from rho   = 3.56984779e-01 m^3
C(tau=1.0/m), coordinate = 3.00422420e-02 m^3
C(tau=1.0/m), from rho   = 3.00422420e-02 m^3
C(tau=2.0/m), coordinate = 1.11832805e-03 m^3
C(tau=2.0/m), from rho   = 1.11832805e-03 m^3
rho(s=4.5 m^2) = 0.00406536 (dimensionless)
rho(s=5.0 m^2) = 0.00528642 (dimensionless)
rho(s=8.0 m^2) = 0.00746301 (dimensionless)
rho(s=16.0 m^2) = 0.00822625 (dimensionless)
rho(s=100.0 m^2) = 0.00843830 (dimensionless)
massless value 1/(12 pi^2) = 0.00844343
Pi at Q=2m, coordinate = 4.89536519e-03
Pi at Q=2m, Feynman    = 4.89536519e-03
integral r^4 T d4x = 0.97268336 m^-2
48/(5 pi^2) = 0.97268336 m^-2
T / short-distance law at m r = 0.1: 0.999901
T / long-distance law at m r = 50: 1.035670
```
